# Ferroelectric Film Transition with a Surface Extrapolation Length, part 1

(Sections cited here and not found follow in the second part.)

## First half: the transition condition

### 1. What dimensions and symmetry fix

If its transition is continuous, a ferroelectric film of thickness $d$ begins to order when a small polarization first costs no free energy. At that point the equation for the polarization $P$ is linear, so the size of $P$, and the unit in which it is measured, drop out. Three ingredients remain. The bulk contributes an energy density $AP^2/2$, a variation in space contributes $g(dP/dz)^2/2$, and the surfaces contribute a length $\delta$, defined in part 2.

Since $AP^2$ and $g(dP/dz)^2$ have the same dimension, $A/g$ is an inverse length squared. The other lengths are $d$ and $\delta$. The value $A_c$ of $A$ at the onset must therefore have the form

$$
-\frac{A_c\,d^2}{g}=\Phi\!\left(\frac{d}{\delta}\right),
$$

where $\Phi$ is a dimensionless function. If $A=a(T-T_0)$, the film orders at a temperature $T_c$ given by

$$
T_0-T_c=\frac{g}{a\,d^2}\,\Phi\!\left(\frac{d}{\delta}\right).
$$

Symmetry adds one more fact. If the two faces are alike, the problem is unchanged when $z$ is replaced by $-z$, with $z$ measured from the middle of the film. The solutions of the linear problem can then be chosen even or odd in $z$. What remains is to find $\Phi$ and to decide which symmetry orders first. The answer will be $\Phi=(kd)^2$, where $k$ is the smallest positive root of $k\tan(kd/2)=1/\delta$.

### 2. The model and its assumptions

The film fills $-d/2<z<d/2$ and is uniform along its plane. One component of the polarization, $P(z)$, can order. In mean-field theory its free energy per unit area is

$$
F=\int_{-d/2}^{d/2}\!\left[\frac A2P^2+\frac B4P^4+\frac C6P^6+\frac g2P'^2\right]dz
+\frac{g}{2\delta}\left[P_+^2+P_-^2\right].
$$

Here $P'=dP/dz$ and $P_\pm=P(\pm d/2)$. The constants $a$ and $g$ are positive, and $T_0$ is the temperature at which the uniform bulk loses stability. In this first half $\delta>0$, $B>0$ and $C\ge0$. The length $\delta$ is the same at both faces and does not depend on temperature. A positive $\delta$ means that the surface makes polarization more costly.

No depolarizing field appears in $F$. This is justified when the polarization lies in the plane of the film, say along $y$. The bound charge density is $-\nabla\cdot\mathbf P=-\partial P/\partial y$, which vanishes because $P$ depends on $z$ alone. The bound surface charge is the component of $\mathbf P$ along the surface normal, which is also zero. With no charge and no applied voltage, $\mathbf E=0$ solves the electrostatic equations. The film is taken as infinite in its plane, so that there are no charged side edges. Polarization normal to the film is a different matter and is treated in the second half.

### 3. The equation inside and the conditions at the faces

Let $P$ change to $P+\eta$, with $\eta(z)$ small and arbitrary, also at the faces. To first order in $\eta$ the free energy changes by

$$
\delta F=\int_{-d/2}^{d/2}\left[(AP+BP^3+CP^5)\eta+gP'\eta'\right]dz
+\frac g\delta\left[P_+\eta_++P_-\eta_-\right].
$$

(The symbol $\delta F$ denotes a variation; $\delta$ standing alone is the length.) Integration by parts removes the derivative from $\eta$:

$$
\int_{-d/2}^{d/2}gP'\eta'\,dz=g\left[P'_+\eta_+-P'_-\eta_-\right]-\int_{-d/2}^{d/2}gP''\eta\,dz .
$$

Therefore

$$
\delta F=\int_{-d/2}^{d/2}\left[AP+BP^3+CP^5-gP''\right]\eta\,dz
+g\left(P'_++\frac{P_+}{\delta}\right)\eta_+
+g\left(-P'_-+\frac{P_-}{\delta}\right)\eta_- .
$$

At a stationary state this vanishes for every $\eta$. Choosing $\eta$ zero at the faces gives the equation inside,

$$
gP''=AP+BP^3+CP^5 .
$$

Letting $\eta_+$ and $\eta_-$ vary independently then gives

$$
P'_+=-\frac{P_+}{\delta},\qquad P'_-=+\frac{P_-}{\delta}.
$$

The signs differ because the outward direction is $+z$ at one face and $-z$ at the other. In both cases $P$ falls towards the outside. The tangent to the profile at the upper face is $P_+[1-(z-d/2)/\delta]$, which reaches zero a distance $\delta$ outside the film. This is why $\delta$ is called the extrapolation length.

### 4. The linear problem

For a small polarization the cubic and fifth-order terms are dropped, leaving $gP''=AP$. For $\delta>0$ a nonzero solution needs $A<0$. To see this, multiply by $P$, integrate by parts and use the face conditions:

$$
A\int P^2dz+g\int P'^2dz+\frac g\delta\left(P_+^2+P_-^2\right)=0 .
$$

If $A>0$, every term is non-negative and the first forces $P=0$. If $A=0$, the second makes $P$ constant and the third makes the constant zero. We may thus write

$$
A=-gk^2,\qquad k>0,\qquad P''=-k^2P,
$$

with the general solution $P=\alpha\cos kz+\beta\sin kz$. Define $x=kd/2$. The conditions at the upper and lower faces become

$$
-\alpha k\sin x+\beta k\cos x+\frac{\alpha\cos x+\beta\sin x}{\delta}=0,
$$

$$
\alpha k\sin x+\beta k\cos x-\frac{\alpha\cos x-\beta\sin x}{\delta}=0 .
$$

Subtracting the second from the first removes $\beta$, and adding them removes $\alpha$. After division by 2,

$$
\alpha\left(\frac{\cos x}{\delta}-k\sin x\right)=0,\qquad
\beta\left(k\cos x+\frac{\sin x}{\delta}\right)=0 .
$$

A symmetric profile has $\alpha\ne0$ and $\beta=0$. Its condition is $k\sin x=\cos x/\delta$. Here $\cos x$ cannot vanish, since $\sin x$ would then have to vanish too. Division by $\cos x$ gives

$$
\boxed{\,k\tan\frac{kd}{2}=\frac1\delta\,}
$$

An antisymmetric profile has $\beta\neq0$ and $\alpha=0$, and the same reasoning gives $k\cot(kd/2)=-1/\delta$.

### 5. Which root matters

Multiplying the boxed condition by $d/2$ puts it in the dimensionless form

$$
x\tan x=h,\qquad h=\frac{d}{2\delta}.
$$

On $0<x<\pi/2$ the left side has the derivative $\tan x+x/\cos^2x>0$. It rises from zero to infinity, so there is one root in this interval for every $h>0$. Further roots of the same equation lie at larger $x$.

The antisymmetric condition is $x\cot x=-h$. Its left side is positive for $0<x<\pi/2$, so no root lies there. The lowest antisymmetric root therefore has $x>\pi/2$.

On cooling below $T_0$, $-A/g=a(T_0-T)/g$ grows from zero. The first value of $k^2$ that it meets is the smallest one, which belongs to the symmetric root with $0<kd/2<\pi/2$. From here on, $k$ means this root. The temperature at which it is met follows from $a(T_c-T_0)=-gk^2$:

$$
T_c=T_0-\frac{g k^2}{a}.
$$

Since $k^2=4x^2/d^2$, the function of part 1 is $\Phi=4x^2$, and for positive $\delta$ it lies between $0$ and $\pi^2$.

### 6. Why this is the transition

A solution of the linear equation shows that a small polarization is free of cost. It does not by itself show that no other state, perhaps of large amplitude, has already won. The following identity settles the question.

Let $\varphi(z)=\cos kz$. Because $kd/2<\pi/2$, this function is positive throughout the film, faces included. Any profile can thus be written as $P=\varphi u$ with a regular function $u(z)$. Then

$$
P'^2=\varphi^2u'^2+2\varphi\varphi'uu'+\varphi'^2u^2 .
$$

The last two terms are part of the derivative

$$
(\varphi\varphi'u^2)'=\varphi'^2u^2+\varphi\varphi''u^2+2\varphi\varphi'uu' ,
$$

so that

$$
P'^2=\varphi^2u'^2+(\varphi\varphi'u^2)'-\varphi\varphi''u^2 .
$$

Since $\varphi''=-k^2\varphi$, the last term equals $+k^2P^2$. The total derivative integrates to the difference of $(\varphi'/\varphi)P^2$ between the faces. At $z=\pm d/2$ the ratio $\varphi'/\varphi$ is $\mp k\tan(kd/2)=\mp1/\delta$, and the difference is $-(P_+^2+P_-^2)/\delta$. Hence

$$
\int P'^2dz+\frac{P_+^2+P_-^2}{\delta}=k^2\int P^2dz+\int\varphi^2u'^2dz .
$$

Insert this into the free energy:

$$
F=\frac{A+gk^2}{2}\int P^2dz+\frac g2\int\varphi^2u'^2dz+\int\left[\frac B4P^4+\frac C6P^6\right]dz .
$$

The first coefficient is $A+gk^2=a(T-T_c)$. At and above $T_c$ no term is negative, and $F=0$ requires $P=0$. The unpolarized state is thus the global minimum within this model. Below $T_c$ the choice $P=p\,\varphi$ has $u'=0$, and for small $p$ the negative quadratic term wins. The unpolarized state is then unstable.

The transition is also continuous. Let $S=\int P^2dz$. The Cauchy–Schwarz inequality gives $\int P^4dz\ge S^2/d$, so a state with $F<0$ must satisfy

$$
-\frac{a(T_c-T)}2S+\frac{B}{4d}S^2<0,
\qquad\text{or}\qquad S<\frac{2d\,a(T_c-T)}{B}.
$$

The bound goes to zero as $T$ approaches $T_c$ from below, and the polarization goes with it.

### 7. A film of 20 nm

Take round model parameters that stand for no particular material: $T_0=400$ K, $a=10^6\ \mathrm{J\,m\,C^{-2}\,K^{-1}}$, $g=10^{-9}\ \mathrm{J\,m^3\,C^{-2}}$, $\delta=5$ nm and $d=20$ nm. Then $g/a=1000\ \mathrm{nm^2\,K}$ and

$$
h=\frac{20}{2\times5}=2,\qquad x\tan x=2\ \Rightarrow\ x=1.0769 .
$$

The wavenumber is $k=2x/d=0.1077\ \mathrm{nm^{-1}}$, with $k^2=0.01160\ \mathrm{nm^{-2}}$. The shift is

$$
T_0-T_c=1000\times0.01160\ \mathrm K=11.6\ \mathrm K,\qquad T_c=388.4\ \mathrm K .
$$

At the onset the polarization at the faces is $\cos x=0.474$ of its value at the centre. The lowest antisymmetric profile has $k^2=0.0524\ \mathrm{nm^{-2}}$, and the unpolarized state would become unstable against it only at 347.6 K.

The condition was tested by minimizing the quadratic part of the energy directly on a grid, with no condition imposed at the faces. For six combinations of $d$ and $\delta$, including negative $\delta$, the two lowest modes agree with the formulas to about $10^{-5}$, relative to the formula values. The face conditions thus do follow from the energy.

### 8. Thick films, thin films and the critical thickness

For a thick film, $h\gg1$. Write $\tan x=h/x$ as $x=\pi/2-\arctan(x/h)$ and expand the arctangent for small argument:

$$
x\left(1+\frac1h\right)=\frac\pi2+O(h^{-3})
\quad\Rightarrow\quad k=\frac{2x}{d}\simeq\frac{\pi}{d+2\delta}.
$$

To this order the film behaves as if it were thicker by $\delta$ on each side, with zero polarization at the displaced faces. At 50 nm this gives $T_c=397.26$ K, against 397.24 K from the full condition.

For a thin film, $h\ll1$, and $x\tan x=x^2+x^4/3+\dots=h$. Solving by iteration gives $x^2=h-h^2/3+O(h^3)$, and with $k^2=4x^2/d^2$

$$
k^2\simeq\frac{2}{\delta d}\left(1-\frac{d}{6\delta}\right).
$$

The shift now grows as $1/d$, because an almost uniform polarization pays a fixed surface cost that is shared by a volume proportional to $d$. At 2 nm the formula gives $T_c=213.3$ K and the full condition 212.6 K. So large a shift stretches the linear law $A=a(T-T_0)$ far from $T_0$, and the number illustrates the model more than any real film.

One can also fix $T<T_0$ and ask for the thickness at which order appears. Let $k_T^2=a(T_0-T)/g$. Since $k\tan(kd/2)$ increases with both $k$ and $d$ in the relevant interval, the root $k$ falls as $d$ grows, and thicker films order at higher temperature. At the critical thickness $d_c$ the root equals $k_T$:

$$
\tan\frac{k_Td_c}{2}=\frac1{k_T\delta}
\quad\Rightarrow\quad
d_c=\frac2{k_T}\arctan\frac1{k_T\delta}.
$$

At 380 K, $k_T=\sqrt{20/1000}=0.1414\ \mathrm{nm^{-1}}$ and $k_T\delta=0.707$, which gives $d_c=13.5$ nm. Thinner films are unpolarized at this temperature.

## Second half: amplitude, other signs, and depolarization

### 9. Symbols and results carried over

The film fills $|z|<d/2$, with $P_\pm=P(\pm d/2)$. Its free energy per area has the bulk terms $AP^2/2+BP^4/4+CP^6/6+gP'^2/2$ and the surface term $g(P_+^2+P_-^2)/(2\delta)$, where $A=a(T-T_0)$ and $\delta$ is the extrapolation length. Stationary states obey

$$
gP''=AP+BP^3+CP^5,\qquad P'_\pm=\mp\frac{P_\pm}{\delta}.
$$

For $\delta>0$, $B>0$, $C\ge0$ and no depolarizing field, order starts continuously at $T_c=T_0-gk^2/a$, where $k$ is the smallest positive root of $k\tan(kd/2)=1/\delta$. The profile at onset is $\varphi=\cos kz$. The proof used the identity

$$
\int P'^2dz+\frac{P_+^2+P_-^2}{\delta}=k^2\int P^2dz+\int\varphi^2u'^2dz,\qquad P=\varphi u .
$$

The example has $T_0=400$ K, $g/a=1000\ \mathrm{nm^2\,K}$, $\delta=5$ nm and $d=20$ nm, which gives $k^2=0.01160\ \mathrm{nm^{-2}}$ and $T_c=388.4$ K. Angle brackets denote an average over the film thickness.

### 10. The polarization just below the transition

The linear problem leaves the amplitude free, and the cubic term fixes it. Multiply the full equation inside the film by $\varphi$ and integrate. Two integrations by parts move the derivatives from $P$ to $\varphi$:

$$
\int\varphi P''dz=\left[\varphi P'-\varphi'P\right]_{-d/2}^{d/2}+\int\varphi''P\,dz .
$$

The bracket vanishes because $P$ and $\varphi$ obey the same face conditions. At the upper face, for instance, it is $-\varphi P/\delta+\varphi P/\delta=0$. With $\varphi''=-k^2\varphi$ the result is

$$
(A+gk^2)\int\varphi P\,dz+B\int\varphi P^3dz+C\int\varphi P^5dz=0 .
$$

This still holds for any amplitude. Near $T_c$ the polarization is small, and its profile is $p\varphi$ plus a correction. The correction is driven by the cubic term, which is of order $p^3$, while all other modes of the linear problem keep a finite stiffness. The correction is therefore itself of order $p^3$. To leading order we may insert $P=p\varphi$, drop the term in $C$, and divide by $pd$:

$$
a(T-T_c)\langle\varphi^2\rangle+Bp^2\langle\varphi^4\rangle=0,
\qquad
p^2=\frac{a(T_c-T)}{B}\,\frac{\langle\varphi^2\rangle}{\langle\varphi^4\rangle}.
$$

The amplitude grows as the square root of the distance from $T_c$, as in the bulk. The film changes $T_c$ and the prefactor.

In the example take $B=10^9\ \mathrm{J\,m^5\,C^{-4}}$ and $C=0$. The averages are $\langle\varphi^2\rangle=0.6938$ and $\langle\varphi^4\rangle=0.5421$. At 0.1 K below $T_c$,

$$
p^2=\frac{10^6\times0.1}{10^9}\times\frac{0.6938}{0.5421}\ \mathrm{C^2\,m^{-4}}
=1.280\times10^{-4}\ \mathrm{C^2\,m^{-4}},
$$

so $p=0.01131\ \mathrm{C\,m^{-2}}$. Integrating the nonlinear equation from the centre outwards, and adjusting the central value until the face condition holds, gives the same value to these digits.

For in-plane polarization with $\delta>0$, $B>0$ and $C\ge0$, the tangent condition gives the temperature of a continuous transition, below which the amplitude grows as the square root of the distance from $T_c$. What remains is to treat surfaces that favour polarization, first-order transitions with $B<0$, and polarization normal to the film, where a depolarizing field arises.

All numerical values are calculated from the stated model.
